# Closed Shells on a Sphere and Ring Currents in C60 and Its Hexaanion

For independent electrons confined to a sphere of radius $R$, dimensions and symmetry fix the form of the magnetic response before any integral is done. In Hartree atomic units, with electron mass 1 and charge $-1$, the kinetic energy sets the only energy scale, $1/R^2$, and a field $B$ can enter only through the dimensionless flux $BR^2$. The total energy is therefore $E=R^{-2}f_n(BR^2)$ for $n$ electrons, and its term quadratic in $B$ is proportional to $B^2R^2$. If the state has no preferred direction, the magnetizability is a scalar,

$$\chi\equiv-\left.\frac{d^2E}{dB^2}\right|_{B=0}=-c_nR^2 .$$

Symmetry also fixes the induced field inside. There is no current there, so $\mathbf B_{\rm ind}=-\nabla\Phi$ with $\nabla^2\Phi=0$. The potential must be linear in the vector $\mathbf B$ and built from $\mathbf B$ and $\mathbf r$ alone. The harmonic function regular at the centre that meets these demands is a multiple of $\mathbf B\cdot\mathbf r$, whose gradient is uniform. What remains is to find $c_n$ and its sign for states with no preferred direction; full shells are the case treated here.

Take $\mathbf B$ along $z$ and place the gauge origin at the centre, so that $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. On the sphere this is tangential, $A_\phi=\tfrac12BR\sin\theta$. The Hamiltonian of one electron is half the square of the tangential part of $\mathbf p+\mathbf A$. Since $p_\phi=L_z/(R\sin\theta)$, the cross term is $A_\phi p_\phi=\tfrac12BL_z$, and

$$H=\frac{L^2}{2R^2}+\frac{B}{2}L_z+\frac{B^2R^2}{8}\sin^2\theta .$$

Let the shells $l=0,\dots,N$ be full, each orbital holding two electrons of opposite spin. Then

$$n=2\sum_{l=0}^{N}(2l+1)=2(N+1)^2 ,$$

and the spin moments cancel. The term linear in $B$ could contribute in two ways. Its first-order energy is proportional to $\sum_m m$, which vanishes over a full shell. Its second-order energy requires matrix elements of $L_z$ between filled and empty orbitals, and there are none, because $L_z|lm\rangle=m|lm\rangle$. This second-order mixing term, which can only lower the energy of a ground state, is the paramagnetic part. It is zero here, and the $B^2$ term is left to act in first order.

The addition theorem, $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, makes the density of full shells uniform, with $n/(4\pi R^2)$ electrons per unit area. The mean of $\sin^2\theta$ is then $\tfrac12\int_{-1}^{1}(1-x^2)\,dx=\tfrac23$, where $x=\cos\theta$. Hence

$$E_2=n\,\frac{B^2R^2}{8}\cdot\frac23=\frac{nB^2R^2}{12},\qquad \chi=-\frac{nR^2}{6}.$$

So $c_n=n/6$, and the response is diamagnetic. To first order in $B$, the filling remains the ground state while the gap $(N+1)/R^2$ between shells $N$ and $N+1$ exceeds the Zeeman shift that brings their nearest members together: $(2N+1)B/2$ from the orbital term, and $(2N+3)B/2$ once the spin Zeeman energy $\pm B/2$ is added.

The absence of a paramagnetic part belongs to the central gauge origin. Moving the origin to $\mathbf a$ replaces $\mathbf A$ by $\mathbf A-\mathbf c$, with $\mathbf c=\tfrac12\mathbf B\times\mathbf a$. The wave functions acquire the factor $e^{i\mathbf c\cdot\mathbf r}$ and no energy changes. Yet the expectation value of $A^2/2$ rises: the cross term averages to zero because $\mathbf A$ is odd in $\mathbf r$, and the tangential part of $\mathbf c$ has mean square $\tfrac23c^2$, which gives an increase $nc^2/3$. A mixing energy $-nc^2/3$ must appear to cancel it. The total is physical; its division is not.

The count matters because a partly filled shell can carry a moment. With four spin-paired electrons, the lowest filling in a weak field has two in $l=0$ and two in $l=1$, $m=-1$. The linear energy is $2\cdot(-1)\cdot B/2=-B$, a permanent moment of 1 atomic unit. Diagonalization at $B=0.001$ gives $-[E(B)-E(0)]/B=0.984$. The deficit is the diamagnetic term: $\langle\sin^2\theta\rangle$ is $2/3$ in the $s$ orbital and $4/5$ in the $p$ orbital, so the deficit is $(BR^2/8)(4/3+8/5)=0.016$ for $R=6.69$ bohr. Spin alignment is left out, although the spin Zeeman energy alone favours it: with $m=-1$ and $m=0$ both spin down the linear energy is $-B/2-B=-3B/2$.

The shielding follows from the current. The electric current density is minus the density times the mean velocity $\mathbf p+\mathbf A$. Orbitals $m$ and $-m$ cancel in the $\mathbf p$ part, and the linear perturbation does not alter the orbitals. To first order in $B$ the surface current is thus

$$K_\phi=-\frac{n}{4\pi R^2}\cdot\frac{BR\sin\theta}{2}=-\frac{nB}{8\pi R}\sin\theta .$$

Let the field it produces be $B_{\rm in}\hat{\mathbf z}$ inside and that of a dipole $M\hat{\mathbf z}$ outside. In these units $\mu_0/4\pi=\alpha^2$, with $\alpha$ the fine-structure constant. The outer components are $2\alpha^2M\cos\theta/r^3$ along $\hat{\mathbf r}$ and $\alpha^2M\sin\theta/r^3$ along $\hat{\boldsymbol\theta}$; the inner ones are $B_{\rm in}\cos\theta$ and $-B_{\rm in}\sin\theta$. At $r=R$ the radial component is continuous and the tangential one jumps by $4\pi\alpha^2K_\phi$:

$$B_{\rm in}=\frac{2\alpha^2M}{R^3},\qquad \frac{\alpha^2M}{R^3}+B_{\rm in}=-4\pi\alpha^2\frac{nB}{8\pi R}.$$

Inserting the first into the second gives $3\alpha^2M/R^3=-\alpha^2nB/(2R)$, so $M=-nR^2B/6=\chi B$, in agreement with the energy. With the shielding defined by $B_{\rm total}=(1-\sigma)B$,

$$\sigma=-\frac{B_{\rm in}}{B}=\frac{n\alpha^2}{3R}=-\frac{2\alpha^2\chi}{R^3}.$$

For $n=50$ and $R=6.69$ bohr, $\chi=-50(44.77)/6=-373$ atomic units, or $-2.94\times10^{-26}$ J/T$^2$, and $\sigma=50(5.325\times10^{-5})/(3\times6.69)=133$ ppm. As a test, the current was built from orbitals diagonalized in a finite field and its Biot-Savart integral taken at four inner points, three of them off centre. All four give 132.65 ppm.

A real cage replaces the continuous sphere by atoms. C60 has 60 $\pi$ electrons and its hexaanion 66, whereas the nearby closed-shell counts of the sphere are 50 and 72. Neither species is therefore covered by the result above, and the contrast between them has to come from the levels of the cage. The Hückel-London model gives these levels one orbital per atom and a hopping element $-t$ between bonded atoms. Under a gauge change $\mathbf A\to\mathbf A+\nabla f$ an electron amplitude acquires $e^{-if}$, so the phase of the element from atom $j$ to atom $i$ must change by $-[f(\mathbf r_i)-f(\mathbf r_j)]$. A line integral of $-\mathbf A$ along any path from $j$ to $i$ does this; the model takes the straight bond:

$$\theta_{ij}=-\int_j^i\mathbf A\cdot d\mathbf l=\tfrac12\mathbf B\cdot(\mathbf r_i\times\mathbf r_j),\qquad H_{ij}=-t\,e^{i\theta_{ij}} .$$

The integral follows because $\mathbf A\cdot d\mathbf l=\tfrac12\mathbf B\cdot(\mathbf r\times d\mathbf l)$, and on a straight bond $\mathbf r\times d\mathbf l=\mathbf r_j\times\mathbf r_i\,ds$ with $s$ running from 0 to 1.

Write $\theta_{ij}=B\tau_{ij}$ and expand, $H=H_0+BH_1+\tfrac12B^2H_2$, with $(H_1)_{ij}=-it\tau_{ij}$ and $(H_2)_{ij}=t\tau_{ij}^2$ on bonds. For filled orbitals $k$ and empty orbitals $a$, second-order perturbation theory gives

$$\chi=\underbrace{-2\sum_k\langle k|H_2|k\rangle}_{\chi_{\rm dia}}+\underbrace{4\sum_{k,a}\frac{|\langle a|H_1|k\rangle|^2}{\varepsilon_a-\varepsilon_k}}_{\chi_{\rm para}} .$$

Mixing among filled orbitals cancels in pairs, since the energy denominators are antisymmetric. The second term is never negative, and on the cage it need not vanish, because angular momentum is no longer conserved.

The first term has a closed form when all bonds have the same length $d$ and hopping $t$. Let $h$ be the distance from the centre to a bond midpoint, $h^2=R^2-d^2/4$. The vector $\mathbf r_i\times\mathbf r_j$ has length $dh$, twice the area of the triangle formed by the bond and the centre. Icosahedral symmetry makes the response isotropic, so $\tau_{ij}^2$ may be replaced by its average over field directions, $d^2h^2/12$. With $P_{ij}$ the bond order summed over both spins,

$$\chi_{\rm dia}=-2t\sum_{\rm bonds}\tau_{ij}^2P_{ij}=\frac{d^2h^2}{12}\Big(-2t\sum_{\rm bonds}P_{ij}\Big)=\frac{d^2h^2}{12}E_\pi ,$$

where $E_\pi$ is the total $\pi$ energy relative to the site energy.

Two electrons show how this joins the sphere result. The lowest orbital has equal amplitudes and energy $-3t$, so $E_\pi=-6t$ and $\chi_{\rm dia}=-td^2h^2/2$. On a flat honeycomb sheet the lowest band is $-t|\sum_\delta e^{i\mathbf k\cdot\boldsymbol\delta}|\approx-3t+\tfrac34td^2k^2$, which defines a band mass by $1/m^*=\tfrac32td^2$. In these terms $\chi_{\rm dia}=-2h^2/(6m^*)$: the law for two electrons on a sphere, with mass $m^*$ and radius $h$. More generally, no level lies below $-3t$, so $E_\pi\ge-3nt$, and $\chi_{\rm para}\ge0$. Together these give

$$-\chi\le\frac{nh^2}{6m^*}.$$

The equal-bond cage cannot be more diamagnetic than that sphere.

The central shielding requires the bond currents. A change of vector potential alters the energy by $-I_{j\to i}\int_j^i\delta\mathbf A\cdot d\mathbf l$ for each bond, so $I_{j\to i}=\partial E/\partial\theta_{ij}$. Differentiating $E$ with respect to $\mathbf B$ then gives the moment

$$\mathbf M=-\frac{\partial E}{\partial\mathbf B}=\frac12\sum_{\rm bonds}I_{j\to i}\,\mathbf r_j\times\mathbf r_i=\chi\mathbf B .$$

The Biot-Savart field at the centre contains the same vectors, because $d\mathbf l\times(-\mathbf r)=\mathbf r\times d\mathbf l$:

$$\mathbf B_{\rm ind}=\alpha^2\sum_{\rm bonds}I_{j\to i}\,\mathbf r_j\times\mathbf r_i\int_{-1/2}^{1/2}\frac{du}{(h^2+d^2u^2)^{3/2}} .$$

An antiderivative is $u/(h^2\sqrt{h^2+d^2u^2})$, and the root equals $R$ at both ends, so the integral is $1/(Rh^2)$. The sum is $2\chi\mathbf B$. Therefore

$$\sigma_{\rm centre}=-\frac{2\alpha^2\chi}{Rh^2},$$

which becomes the sphere relation as $d/R\to0$. It requires equal bond lengths but not equal hoppings.

Away from the centre the field of the cage need not be uniform. Icosahedral symmetry fixes the powers of $r$ with which the departure begins, though not its size. The inner potential has the form $\Phi=\sum_jV_j(\mathbf r)B_j$, where the three harmonic functions $V_j$ transform as a vector under the icosahedral group and are odd under inversion. The rotations of this group fall into classes of 1, 12, 12, 20 and 15 elements, with angles $0$, $72^\circ$, $144^\circ$, $120^\circ$ and $180^\circ$. With $g=(1+\sqrt5)/2$, the vector characters are $3,\ g,\ 1-g,\ 0,\ -1$. Harmonics of degree 3 have characters $7,\ -g,\ g-1,\ 1,\ -1$, and those of degree 5 have $11,\ 1,\ 1,\ -1,\ -1$. The number of vector sets in each is

$$\frac{21-12g^2-12(g-1)^2+15}{60}=0,\qquad \frac{33+12g+12(1-g)+15}{60}=1 ,$$

since $g^2+(g-1)^2=3$. After the uniform term, $\Phi$ thus starts at degree 5, and the shielding tensor changes as $r^4$. Its trace is $\sum_j\partial_jV_j$, which is itself harmonic and invariant under the group. Degree 4, with characters $9,-1,-1,0,1$, contains $(9-12-12+15)/60=0$ invariants; degree 6, with $13,\ g,\ 1-g,\ 1,\ 1$, contains $(13+12+20+15)/60=1$. The isotropic shielding therefore changes only as $r^6$. The Biot-Savart sums for the hexaanion give exponents 3.995 and 5.999 between 0.4 and 0.8 bohr.

For numbers, take a regular truncated icosahedron with the round values $d=2.70$ bohr and $t=0.100$ hartree. Then $R=6.69$ bohr, $h=6.55$ bohr and $m^*=0.914$. The two-electron cage has $\chi=-15.60$, against $-15.65$ for the sphere of mass $m^*$ and radius $h$; the difference is the small mixing term. With 50 electrons the cage gives $-157$, while the free-electron sphere of radius $R$ gives $-373$. At this closed-shell count the cage is diamagnetic, but it does not reach the sphere's magnitude. This comparison depends on $t$: at fixed geometry every $\chi$ and $\sigma$ of the cage is proportional to $t$, while the free-electron sphere does not contain it. For $t$ between 0.088 and 0.110 hartree the 50-electron value runs from $-138$ to $-173$, and it would match the sphere only near $t=0.24$. Against the $t$-independent ratio to the bound, $-nh^2/6m^*=-391$, the cage falls short by 164 through $\chi_{\rm dia}=-227$ and by 70 through $\chi_{\rm para}$.

For the two species of interest, $d^2h^2/12=26.09$ and the results in atomic units are

$$\begin{aligned}
\text{C}_{60}:&\quad \chi=-243.03+244.69\approx1.65,\\
\text{C}_{60}^{6-}:&\quad \chi=-240.87+138.16\approx-102.70 .
\end{aligned}$$

With the gauge origin at the centre, the first number in each line is $\chi_{\rm dia}$; for C60 it is $26.09\times(-9.316)$. The second is $\chi_{\rm para}$. The central shieldings are $-0.6$ ppm and $+38$ ppm; both scale with $t$, the second running from 33.5 to 41.9 ppm for $t$ between 0.088 and 0.110 hartree. For the hexaanion the arithmetic is $2(5.325\times10^{-5})(102.70)/(6.69\times42.94)=3.81\times10^{-5}$, and its magnetizability is $-8.1\times10^{-27}$ J/T$^2$. Finite-field diagonalization and the Biot-Savart sum were tested against these formulas for both species.

The added electrons barely change $\chi_{\rm dia}$. They enter the threefold $t_{1u}$ level at $+0.139t$, raise $E_\pi$ by $6\times0.0139=0.083$ hartree, and so raise $\chi_{\rm dia}$ by 2.2. The large change is in the mixing. In neutral C60 the filled $h_u$ level at $-0.618t$ lies $0.757t$ below the empty $t_{1u}$ level, and this pair alone supplies 129.5 of the 244.7 units of $\chi_{\rm para}$. In the hexaanion $t_{1u}$ is full and this mixing is blocked. Mixing of $t_{1u}$ with higher levels opens, but adds only 23.1. The sum $244.7-129.5+23.1=138.3$ exceeds the computed 138.2 by the small mixing of deeper filled levels with $t_{1u}$, which is blocked as well.

The next level, $t_{1g}$, lies only $0.243t$ above $t_{1u}$ and might be expected to restore a large paramagnetic term. It does not, because of parity. With the gauge origin at the centre, inversion sends $\mathbf r_i\times\mathbf r_j$ to itself, so $H_1$ is even and cannot connect an odd level to an even one. Parity also shows why 72 is not a spherical closing on this cage. On the sphere the last 22 of 72 electrons fill $l=5$, whose functions are all odd. On the cage they fill $h_u$, $t_{1u}$ and the even $t_{1g}$. The count is right and the shell is wrong. The London value at 72 electrons is $-5$, against $-537$ for the free-electron sphere, but the wrong shell should not be taken as the whole reason for this gap: at 50 electrons the cage already falls well short of the sphere.

The currents show where the contrast resides. Current is conserved at every atom, so on this closed surface the bond currents can be written as loop currents around the faces, each bond carrying the difference of its two neighbours. A loop current common to all faces cancels on every bond and may be set to zero. Each face has a fivefold or threefold axis along its normal $\hat{\mathbf n}$, and a scalar linear in $\mathbf B$ that respects this axis can depend only on $\mathbf B\cdot\hat{\mathbf n}$. Two numbers then suffice: $j_p\,\mathbf B\cdot\hat{\mathbf n}$ for pentagons and $j_h\,\mathbf B\cdot\hat{\mathbf n}$ for hexagons. A loop of area $A$ has moment $A\hat{\mathbf n}$ times its current, and averaging $(\mathbf B\cdot\hat{\mathbf n})^2$ over directions gives

$$\chi=\tfrac13(12j_pA_p+20j_hA_h).$$

The natural unit is the current in a benzene hexagon with the same $d$ and $t$, which is diamagnetic, $-0.421$ per unit field. In C60 the pentagons carry $-0.86$ of it and the hexagons $+0.31$. With $A_p=12.54$ and $A_h=18.94$ bohr$^2$, the pentagons contribute $+18.1$ to $\chi$ and the hexagons $-16.5$. Neutral C60 is thus not a cage without ring currents; paramagnetic pentagons and diamagnetic hexagons nearly cancel. In the hexaanion the ratios are $1.35$ and $1.40$, both diamagnetic, and the contributions $-28.4$ and $-74.3$ add.

Nearly equal face currents are the discrete form of the sphere's current sheet. A loop density $jB\cos\theta$ spread over a sphere produces $K_\phi=jB\sin\theta/R$, so full shells correspond to $j=-n/8\pi$ everywhere. The hexaanion has this pattern without having the count, and with a reduced strength: its $\chi$ equals that of $6(102.7)/44.77\approx14$ free electrons on the sphere of radius $R$. Its field is nearly uniform around the centre and varies more towards the atoms. At 3 bohr from the centre on a fivefold axis the isotropic shielding is 38.13 ppm, against 38.07 ppm at the centre, and the component along the axis is 37.66 ppm.

The near-zero value for C60 is a small remainder of two large terms, and its sign depends on the pattern of hoppings. Reducing the hopping in the pentagon bonds by 10%, with the geometry fixed, moves $\chi$ from $+1.7$ to $-9.2$ and the central shielding from $-0.6$ to $+3.4$ ppm. The hexaanion moves only from 38 to 36 ppm. The strong contrast survives this change; the sign for the neutral cage does not, and it already turns at a reduction of about 1.3%. The 72-electron value is a small remainder of the same kind and moves from $-5$ to $+5$.

These shieldings are $\pi$ ring-current contributions. The model omits the $\sigma$ and core electrons, currents local to each atom, electron repulsion, counter-ions, and the change of geometry on charging. Within it, the contrast between C60 and its hexaanion is decided by which levels the field can mix, while the overall size of the response is also limited by $E_\pi$ through $\chi_{\rm dia}$. The count $2(N+1)^2$ alone does not guarantee a strong diamagnetic response: at 72 electrons $\chi$ is near zero, $-5$ with equal hoppings and $+5$ with the pentagon hoppings reduced by 10%. Eight closed-shell fillings of the cage are listed in the numerical output below.

## Numbers as computed

```
bond length d = 2.70 bohr; hopping t = 0.100 hartree
cage radius R = 6.6907 bohr; midpoint radius h = 6.5530 bohr
alpha^2 = 5.325135e-05; 1 a.u. of chi = 7.89104e-29 J/T^2
SPHERE, 50 electrons, radius R
chi = -373.04 a.u. = -2.944e-26 J/T^2
sigma from formula = 132.65 ppm
sigma integrated at 4 inner points (ppm): 132.65 132.65 132.65 132.65
open shell, 4 electrons: -[E(B)-E(0)]/B = 0.9836 a.u. at B = 0.001 a.u.
FILLINGS: n, London chi (a.u.), London sigma (ppm), sphere chi, sphere sigma
  2    -15.60      5.78    -14.92      5.31
  8    -58.33     21.62    -59.69     21.22
 18   -112.84     41.83   -134.29     47.75
 32   -165.39     61.31   -238.75     84.90
 50   -156.93     58.17   -373.04    132.65
 60      1.65     -0.61   no closed sphere shell
 66   -102.70     38.07   no closed sphere shell
 72     -5.45      2.02   -537.18    191.02
band mass m* = 0.9145 electron masses
n=2: London chi = -15.602 a.u.; m* sphere of radius h = -15.652 a.u.
LEVELS (units of t): h_u, t1u, t1g = -0.6180 0.1386 0.3820
C60: E_pi = -9.3162 hartree
C60: chi_dia = -243.03, chi_para = 244.69 a.u.
C60: chi = 1.65 a.u. = 1.306e-28 J/T^2
C60: sigma(centre) = -0.61 ppm
C60: face currents / benzene: pentagon -0.858, hexagon 0.310
C60 6-: E_pi = -9.2330 hartree
C60 6-: chi_dia = -240.87, chi_para = 138.16 a.u.
C60 6-: chi = -102.70 a.u. = -8.104e-27 J/T^2
C60 6-: sigma(centre) = 38.07 ppm
C60 6-: face currents / benzene: pentagon 1.345, hexagon 1.398
benzene current per field = -0.4209 a.u. (negative = diamagnetic)
h_u-t1u mixing in C60 = 129.45 a.u.
t1u to all empty levels in C60 6- = 23.05 a.u.
C60 6- nonuniformity exponents: tensor 3.995, isotropic 5.999
C60 6- at 3 bohr on fivefold axis: isotropic sigma = 38.131 ppm
  component along that axis = 37.655 ppm
ALTERNATION: pentagon bonds 0.9 t, other bonds t
C60: chi = -9.19 a.u.; sigma = 3.41 ppm
C60 6-: chi = -96.69 a.u.; sigma = 35.84 ppm
```
